\section*{Optical Hall conductivity of a massive Dirac cone}

\section{Problem}

Electrons of charge $-e$ occupy a single two-dimensional cone with Hamiltonian
\begin{equation}
H=\hbar v(k_x\sigma_x+k_y\sigma_y)+m\sigma_z ,\qquad m\neq0 .
\label{H}
\end{equation}
Here $m$ is an energy of either sign. The chemical potential is in the middle of the gap, the temperature is zero, and there is neither disorder nor interaction between electrons. A uniform field $\mathbf E\,e^{-i\omega t}$ drives a sheet current $j_a=\sigma_{ab}E_b$, with the real part understood.

\begin{enumerate}
\item Find $\sigma_{xy}(\omega)$ for all $\omega>0$, including its sign.
\item Find its static limit and say where the result comes from in energy.
\item Find its behaviour at the gap frequency $\hbar\omega=2|m|$, and identify the feature of the absorption that causes it.
\item Evaluate the response for $v=5\times10^5$ m/s and $m=25$ meV, and judge which neglected effects matter.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Only transitions between the two bands contribute. Treat the field as a perturbation $e\mathbf E\cdot\mathbf r$ and find the density matrix to first order.
\item The band states are not needed explicitly. Use completeness, $|c\rangle\langle c|=1-|v\rangle\langle v|$, and $\sigma_x\sigma_y=i\sigma_z$.
\item Use the energy $E$ instead of $k$ as the integration variable.
\item The field is switched on slowly from the distant past, so $\omega$ means $\omega+i0$. This fixes the sign of the imaginary part above the gap.
\item For the third question, write the real part as a Kramers--Kronig integral over the imaginary part.
\end{enumerate}

\section{Solution}

\subsection{First-order response}

For charge $-e$ the perturbation is $H'=e\mathbf E\cdot\mathbf r$. Let $f_n$ be the occupation of band $n$ at a given $\mathbf k$. The equation $i\hbar\dot\rho=[H+H',\rho]$ gives, to first order in the field,
\begin{equation}
\hbar\omega\,\rho_{mn}=(E_m-E_n)\rho_{mn}+H'_{mn}(f_n-f_m).
\end{equation}
With $W=\hbar\omega+i0$ this is solved by
\begin{equation}
\rho_{mn}=\frac{eE_b\,r_{b,mn}(f_n-f_m)}{W+E_n-E_m}.
\end{equation}
The part of $\mathbf r$ that acts within a band produces only gradients of $f_n$ in $\mathbf k$. These vanish here because one band is full and the other empty.

The velocity is $\mathbf v=(i/\hbar)[H,\mathbf r]$, so $v_{b,mn}=(i/\hbar)(E_m-E_n)r_{b,mn}$ and
\begin{equation}
r_{b,mn}=\frac{i\hbar\,v_{b,mn}}{E_n-E_m}.
\end{equation}
The current density is $j_a=-e\int\!\frac{d^2k}{(2\pi)^2}\sum_{nm}v_{a,nm}\rho_{mn}$. Substitution gives
\begin{equation}
\sigma_{ab}=-i\hbar e^2\!\int\!\frac{d^2k}{(2\pi)^2}\sum_{n\ne m}
\frac{(f_n-f_m)\,v_{a,nm}v_{b,mn}}{(E_n-E_m)(W+E_n-E_m)} .
\label{kubo}
\end{equation}

\subsection{Matrix elements}

The square of $H$ is $E^2=(\hbar vk)^2+m^2$ times the unit matrix, so the bands are $\pm E$. In the valence state $|v\rangle$ the spin points against the vector that multiplies $\boldsymbol\sigma$ in $H$:
\begin{equation}
\mathbf n=\langle v|\boldsymbol\sigma|v\rangle=-\frac{(\hbar vk_x,\ \hbar vk_y,\ m)}{E}.
\end{equation}
The velocity operators are $v\sigma_x$ and $v\sigma_y$. By completeness,
\begin{align}
\langle v|\sigma_x|c\rangle\langle c|\sigma_y|v\rangle
&=\langle v|\sigma_x\sigma_y|v\rangle-\langle v|\sigma_x|v\rangle\langle v|\sigma_y|v\rangle\nonumber\\
&=i n_z-n_xn_y=-\frac{im}{E}-n_xn_y .
\end{align}
The product $n_xn_y$ is proportional to $k_xk_y$. Everything else in the integrand depends on $k=|\mathbf k|$ alone, so this term vanishes on integration over angle. What remains is
\begin{equation}
M\equiv v_{x,vc}v_{y,cv}\to-\frac{iv^2m}{E},\qquad
v_{x,cv}v_{y,vc}=M^*\to+\frac{iv^2m}{E}.
\end{equation}

\subsection{Sum over the two orderings}

For $n=v$, $m=c$ in (\ref{kubo}), the occupation difference is $+1$ and $E_n-E_m=-2E$. For $n=c$, $m=v$, they are $-1$ and $+2E$. The band sum is therefore
\begin{align}
S&=-\frac{1}{2E}\left[\frac{M}{W-2E}+\frac{M^*}{W+2E}\right]\nonumber\\
&=\frac{iv^2m}{2E^2}\left[\frac1{W-2E}-\frac1{W+2E}\right]\nonumber\\
&=\frac{iv^2m}{2E^2}\,\frac{4E}{W^2-4E^2}
=-\frac{2iv^2m}{E(4E^2-W^2)} .
\end{align}
Multiplying by $-i\hbar e^2$ and using $(-i)(-2i)=-2$,
\begin{equation}
\sigma_{xy}=-2\hbar e^2v^2m\int\!\frac{d^2k}{(2\pi)^2}\,\frac{1}{E(4E^2-W^2)} .
\end{equation}

\subsection{Energy integral}

From $E^2=(\hbar vk)^2+m^2$ follows $E\,dE=\hbar^2v^2k\,dk$, so after the angular integration
\begin{equation}
\frac{d^2k}{(2\pi)^2}\to\frac{k\,dk}{2\pi}=\frac{E\,dE}{2\pi\hbar^2v^2}.
\end{equation}
The factor $E$ cancels, and so does the velocity:
\begin{equation}
\sigma_{xy}=-\frac{e^2m}{\pi\hbar}\int_{|m|}^{\infty}\frac{dE}{4E^2-W^2}.
\label{energy}
\end{equation}
Partial fractions give
\begin{equation}
\frac1{4E^2-W^2}=\frac1{2W}\left[\frac1{2E-W}-\frac1{2E+W}\right],
\end{equation}
whose antiderivative is $\frac{1}{4W}\ln\frac{2E-W}{2E+W}$. It vanishes as $E\to\infty$. The lower limit contributes
\begin{equation}
\int_{|m|}^{\infty}\!\frac{dE}{4E^2-W^2}=\frac1{4W}\ln\frac{2|m|+W}{2|m|-W}
=\frac1{2W}\,\mathrm{artanh}\frac{W}{2|m|}.
\end{equation}
With $h=2\pi\hbar$ and $x=\hbar\omega/2|m|$, the answer to the first question is
\begin{equation}
\boxed{\;\sigma_{xy}(\omega)=-\,\mathrm{sgn}(m)\,\frac{e^2}{2h}\,\frac{\mathrm{artanh}(x+i0)}{x}\;}
\label{result}
\end{equation}

For $x<1$ this is real: no transition is resonant and no energy is absorbed. For $x>1$ the denominator of the logarithm is $1-x-i0$, a negative number just below the real axis, with phase $-\pi$. Its reciprocal has phase $+\pi$, hence
\begin{equation}
\mathrm{artanh}(x+i0)=\frac12\ln\frac{x+1}{x-1}+\frac{i\pi}{2},\qquad x>1 .
\label{above}
\end{equation}

The imaginary part measures a difference in absorption between the two circular polarizations. Take $\mathbf E=E_0(1,is)$ with $s=\pm1$. Rotation symmetry gives $\sigma_{yy}=\sigma_{xx}$ and $\sigma_{yx}=-\sigma_{xy}$, so the mean absorbed power per area is
\begin{equation}
P_s=\tfrac12\mathrm{Re}(\mathbf E^*\!\cdot\mathbf j)
=E_0^2\left(\mathrm{Re}\,\sigma_{xx}-s\,\mathrm{Im}\,\sigma_{xy}\right).
\end{equation}
For $m>0$, $\mathrm{Im}\,\sigma_{xy}<0$ above the gap, and $s=+1$ is absorbed more strongly. Reversing $m$ reverses the preference.

The sign and size below the gap can be tested without the Kubo formula, by following the spins in time under a weak oscillating field. For $\hbar\omega=1.2\,m$, $m>0$ and states up to $k=4m/\hbar v$, this gives $-0.45549\,e^2/h$. Ending the integral (\ref{energy}) at the corresponding energy $\sqrt{17}\,m$ gives the same five digits.

\subsection{Static limit}

For small $x$, $\mathrm{artanh}\,x=x+x^3/3+\dots$, so
\begin{equation}
\sigma_{xy}=-\mathrm{sgn}(m)\frac{e^2}{2h}\left(1+\frac{x^2}{3}+\dots\right)
\xrightarrow{\ \omega\to0\ }-\mathrm{sgn}(m)\frac{e^2}{2h}.
\label{static}
\end{equation}
The size of the mass drops out because $\int_{|m|}^\infty dE/4E^2=1/4|m|$ cancels the prefactor $m$ up to its sign. The same integral taken from $E_c$ upwards is $1/4E_c$. States above $E_c$ thus supply the fraction $|m|/E_c$ of the static value, a slowly decreasing tail.

This shows the condition behind the half: the in-plane term of $H$ must grow far beyond $|m|$, so that the spins at large $k$ lie in the plane, these spins must turn once as $\mathbf k$ goes once around the origin, and the cone must be the only contribution. If the spins turn in the opposite sense to $\mathbf k$, the static value changes sign. The dispersion need not stay linear. An in-plane term with components $k_x^2-k_y^2$ and $2k_xk_y$, whose spins turn twice, would give a whole quantum instead of a half. A second cone of the same chirality and mass $m'$ would change the total to $-[\mathrm{sgn}(m)+\mathrm{sgn}(m')]\,e^2/2h$, which is zero or one quantum in magnitude. The static value of a whole material therefore cannot be read from one cone alone.

\subsection{Gap frequency}

Let $x=1-\delta$ with $|\delta|\ll1$. On both sides of the gap the real part of artanh is $\frac12\ln|(2-\delta)/\delta|$. Expanding this and $1/x\simeq1+\delta$,
\begin{equation}
\mathrm{Re}\frac{\mathrm{artanh}(x+i0)}{x}\simeq\frac12\ln\frac2{|\delta|}
+\frac{\delta}{2}\ln\frac2{|\delta|}-\frac{\delta}{4}.
\label{expand}
\end{equation}
The leading term gives
\begin{equation}
\mathrm{Re}\,\sigma_{xy}\simeq-\mathrm{sgn}(m)\frac{e^2}{4h}\ln\frac{2}{|1-x|}.
\label{log}
\end{equation}
The imaginary part jumps from zero to $-\mathrm{sgn}(m)\,\pi e^2/4h$.

These two features are connected by causality. The Kramers--Kronig relation is
\begin{equation}
\mathrm{Re}\,\sigma_{xy}(\omega)=\frac2\pi\,\mathcal P\!\int_0^\infty\!\frac{\omega'\,\mathrm{Im}\,\sigma_{xy}(\omega')}{\omega'^2-\omega^2}\,d\omega' .
\end{equation}
Above the gap $\mathrm{Im}\,\sigma_{xy}=-\mathrm{sgn}(m)(e^2/2h)\,\pi/2x'$, so the factor $x'$ cancels:
\begin{equation}
\mathrm{Re}\,\sigma_{xy}=-\mathrm{sgn}(m)\frac{e^2}{2h}\,\mathcal P\!\int_1^\infty\frac{dx'}{x'^2-x^2}.
\end{equation}
As $x\to1$ the integrand approaches $1/[(x'-1)(x'+1)]$, and its integral diverges logarithmically at the lower limit. Suppose instead that the imaginary part started linearly, through an extra factor $1-1/x'$. At $x=1$ the integral would then be
\begin{equation}
\int_1^\infty\frac{1-1/x'}{x'^2-1}\,dx'=\int_1^\infty\frac{dx'}{x'(x'+1)}=\ln2 ,
\end{equation}
which is finite. Numerically, as $1-x$ shrinks from $10^{-3}$ to $10^{-5}$, the integral grows by 2.299 for the step and by 0.003 for the linear onset. The logarithm is thus caused by the finite step.

The step has a simple origin. The density of states per energy is proportional to $E$ and starts at a finite value at the band edge, where the interband matrix element is also finite.

\subsection{Numbers for a gapped surface}

For $v=5\times10^5$ m/s, $\hbar v=329.1$ meV\,nm. With $m=25$ meV the gap is 50 meV, or 12.09 THz. The static value is $-0.5\,e^2/h=-19.37$ $\mu$S.

At $\hbar\omega=40$ meV the argument of the logarithm is $(50+40)/(50-40)=9$, and
\begin{equation}
\frac{\sigma_{xy}}{e^2/h}=-\frac{25}{40}\times\frac12\ln9=-\frac{25}{40}\times\frac{2.1972}{2}=-0.687 .
\end{equation}
Other values of the clean response are:
\begin{center}
\begin{tabular}{ccc}
$\hbar\omega$ (meV) & $\mathrm{Re}\,\sigma_{xy}$ ($e^2/h$) & $\mathrm{Im}\,\sigma_{xy}$ ($e^2/h$)\\
25 & $-0.549$ & 0\\
49 & $-1.172$ & 0\\
51 & $-1.131$ & $-0.770$\\
75 & $-0.268$ & $-0.524$\\
100 & $-0.137$ & $-0.393$
\end{tabular}
\end{center}
Half-way to the gap the response has risen by only 10\% over its static value. The leading law (\ref{log}) gives $-1.151$ at both 49 and 51 meV. The two values in the table lie about 0.02 on either side of it, as the terms odd in $\delta$ in (\ref{expand}) require for $\delta=\pm0.02$.

\subsection{Comparison with real surfaces}

These parameters are rough values for a magnetically gapped surface of a topological insulator of the Bi$_2$Te$_3$ family. A velocity of a few $10^5$ m/s is typical; a gap of 50 meV is generous, and many samples have smaller ones. In Bi$_2$Te$_3$ itself the Dirac point lies below the top of the bulk valence band, so the model applies only to members of the family whose surface gap is free of bulk states. Even there, the assumption of a midgap chemical potential is easily broken. A residual density of $10^{11}$ cm$^{-2}$, which is low for a surface without gate control, reduces the static interband value from 0.50 to 0.28 $e^2/h$ in magnitude, as the first variation shows.

In the static limit the finite energy range, warping and temperature change the result less than this doping does. The electron--hole attraction is estimated only for the absorption edge, and strong-field effects can be avoided with a weak field:
\begin{itemize}
\item \textit{Finite energy range.} If the cone ends at 200 meV, it supplies $-0.4375\,e^2/h$ in the static limit. The missing part is $25/200=12.5\%$ of the half quantum. States outside the cone also contribute, and this model does not describe them. Bulk gaps in this family are about 0.15 to 0.3 eV, so a range of $\pm200$ meV already overlaps the bulk bands in energy.
\item \textit{Hexagonal warping.} A term $\lambda(k_x^3-3k_xk_y^2)\sigma_z$ with $\lambda=250$ meV\,nm$^3$ changes the real part by about $-0.003\,e^2/h$, both in the static limit and at the gap, when the levels are broadened by 1 meV to keep the value at the gap finite. Here the range ends at a fixed wavevector, the one at which the cone without warping reaches 200 meV. The change depends on how and where the range ends: it is about $-0.006\,e^2/h$ if the range ends at an energy of 200 meV in every direction, and about $-0.009\,e^2/h$ if it ends at the wavevector belonging to 300 meV without warping. It also depends strongly on the velocity. This $\lambda$ is the value fitted for Bi$_2$Te$_3$, where it goes with $\hbar v\approx255$ meV\,nm; with that velocity the change is about $-0.012\,e^2/h$ for the first choice of range and about $-0.022\,e^2/h$ for the last. Only the small size of the effect, a few per cent of the half quantum at most in these cases, is therefore meaningful.
\item \textit{Temperature.} At 30 K thermal occupation lowers the static value by a relative $1\times10^{-5}$, with the gap held fixed. A magnetic gap itself depends on temperature, which is not included.
\item \textit{Electron--hole attraction.} Near the edge $E\simeq|m|+\hbar^2v^2k^2/2|m|$, so each carrier has mass $|m|/v^2$ and the pair has reduced mass $|m|/2v^2$. The two-dimensional hydrogen formula then gives a binding energy $|m|\alpha^2$, with $\alpha=e^2/4\pi\epsilon_0\epsilon\hbar v$. For an assumed $\epsilon=25$, $\alpha=0.175$ and the binding is about 0.8 meV. It scales as $1/\epsilon^2$ and would be only 0.2 meV for $\epsilon=50$, so the estimate is uncertain. The attraction also enhances the absorption of unbound pairs above the edge. In the same hydrogen model, with parabolic bands, the factor is $2/(1+e^{-2\pi/\sqrt{\Delta}})$, where $\Delta$ is the energy above the edge divided by a quarter of the binding energy. It falls slowly: for $\epsilon=25$ it is 1.55 at 5 meV and 1.30 at 20 meV above the edge, and for $\epsilon=50$ it is 1.30 and 1.15. The values at 20 meV are rough, since there $k^2$ on the true bands already exceeds its parabolic value by 20\%. The single-particle step and its logarithm are therefore only a rough guide to the measured edge.
\item \textit{Strong fields.} Tunnelling across the gap sets a field scale $m^2/e\hbar v=19$ kV/cm. At the edge a stricter scale applies. The interband dipole at $k=0$ has magnitude $e\hbar v/2|m|$, and its coupling to the field equals a level broadening of 1 meV at 1.5 kV/cm. If excited carriers live longer than the coherence between the bands, the absorption saturates at still lower fields. Linear response needs fields well below all these scales.
\end{itemize}

\section{Variation 1: chemical potential in the upper band}

\textit{Let $\mu>|m|$, still without disorder. How do the static value and the edge change?}

States with $|m|<E<\mu$ are now occupied in both bands, so their interband terms vanish. The response within the partly filled band is proportional to the angular average of $k_xk_y$ and gives no Hall current. The integral (\ref{energy}) therefore starts at $\mu$:
\begin{equation}
\sigma_{xy}=-\frac{e^2}{h}\,\frac{m}{W}\,\mathrm{artanh}\frac{W}{2\mu}
\xrightarrow{\ \omega\to0\ }-\frac{e^2}{2h}\,\frac{m}{\mu}.
\end{equation}
The singularity moves to $\hbar\omega=2\mu$, and the static value is no longer independent of the size of the mass.

A carrier density $n$ in one non-degenerate band fills a disc with $k_F^2=4\pi n$, so
\begin{equation}
\mu=\sqrt{m^2+4\pi n(\hbar v)^2}.
\end{equation}
For $n=10^{11}$ cm$^{-2}=10^{-3}$ nm$^{-2}$ this is 44.6 meV. The static value becomes $-0.5\times25/44.6=-0.28\,e^2/h$, and the edge moves from 50 to 89 meV. This is the intrinsic interband part. In a real doped sample, scattering at the Fermi level can add to the static Hall current, and that contribution is not calculated here.

\section{Variation 2: finite lifetime at the gap frequency}

\textit{Replace $i0$ by $i\Gamma$ in $W$. How large is the response at $\hbar\omega=2|m|$?}

No step after (\ref{kubo}) required the imaginary part of $W$ to be small, so (\ref{result}) holds with $x+i0$ replaced by $z=W/2|m|$ in both places. At the gap frequency $z=1+i\gamma$ with $\gamma=\Gamma/2|m|$. For $\gamma\ll1$,
\begin{equation}
\mathrm{artanh}\,z=\frac12\ln\frac{2+i\gamma}{-i\gamma}\simeq\frac12\ln\frac2\gamma+\frac{i\pi}{4},
\end{equation}
because $1/(-i)=i$ has phase $\pi/2$. To leading order,
\begin{equation}
\sigma_{xy}\simeq-\mathrm{sgn}(m)\frac{e^2}{2h}\left[\frac12\ln\frac{4|m|}{\Gamma}+\frac{i\pi}{4}\right].
\end{equation}
The lifetime cuts off the divergence, and the imaginary part is half its clean step.

For $\Gamma=1$ meV, $\gamma=0.02$ and the estimate is $-(1.151+0.393i)\,e^2/h$. The full expression gives $-(1.159+0.372i)\,e^2/h$. The difference comes from the corrections of relative order $\gamma$, chiefly the factor $1/z\simeq1-i\gamma$, which mixes the real and imaginary parts.

The dependence on lifetime is weak: to leading order, a tenfold smaller $\Gamma$ raises the real part by $\frac14\ln10\simeq0.58\,e^2/h$ in magnitude. Doping has a stronger effect at this frequency. With $\Gamma=1$ meV held fixed and $10^{11}$ cm$^{-2}$ carriers added, the real part at 50 meV falls from 1.16 to 0.32 $e^2/h$ in magnitude, because the edge has moved away. A single constant $\Gamma$ is itself a model of the lifetime; disorder can also change the matrix elements, which this replacement leaves untouched.

\section*{Calculated quantities}
\begin{verbatim}
Tests, m = a = 1: driven spins, hw = 1.2: -0.45549 e2/h
  closed form, same energy range: -0.45549 e2/h
Largest Kubo-sum deviation: 1.8e-07 e2/h
Kramers-Kronig real part at x = 1.5: -0.26824 e2/h
  closed form: -0.26824 e2/h
Growth of dispersion integral, 1-x from 1e-3 to 1e-5:
  step onset 2.2991, linear onset 0.0029
Speed v = 5.0e+05 m/s; hbar v = 329.1 meV nm
Mass m = 25.0 meV; gap = 50.0 meV
Gap frequency = 12.09 THz
Broadening Gamma = 1.0 meV
Unit e2/h = 38.740 microsiemens
Static sigma_xy = -0.5000 e2/h = -19.370 microsiemens
At 40 meV: log argument 9.000, log 2.1972
Clean sigma_xy (photon energy; real; imaginary part):
   25.0 meV; -0.5493; -0.0000 e2/h
   40.0 meV; -0.6866; -0.0000 e2/h
   49.0 meV; -1.1722; -0.0000 e2/h
   51.0 meV; -1.1312; -0.7700 e2/h
   60.0 meV; -0.4996; -0.6545 e2/h
   75.0 meV; -0.2682; -0.5236 e2/h
  100.0 meV; -0.1373; -0.3927 e2/h
Logarithmic law at 49 meV: -1.1513 e2/h
Broadened, at gap: -1.1587 real, -0.3720 imaginary, e2/h
Dirac range ends at 200 meV, k = 0.603 1/nm
  static value from this range: -0.4375 e2/h
  broadened real part at gap from this range: -1.0959 e2/h
Warping 250 meV nm3 (same range) changes real part by
  static -0.00324, at gap -0.00349 e2/h
Thermal relative loss, static, 30 K: 1.1e-05
Doping 1.0e+11 cm-2: mu = 44.57 meV
  static -0.2805 e2/h; new edge 89.13 meV
  broadened real part at 50 meV: -0.3171 e2/h
Dielectric constant 25: coupling 0.1750
  estimated pair binding 0.77 meV
Tunnelling field scale m^2/(e hbar v): 19.0 kV/cm
Saturation field scale at gap: 1.52 kV/cm
\end{verbatim}
